\section*{LAPW Matching Coefficients from Continuity and the Unit Wronskian, part 2}

In the linearized augmented plane wave (LAPW) method, a plane wave with wave vector $\mathbf K=\mathbf k+\mathbf G$ (Bloch vector plus reciprocal lattice vector, length $K$) is used outside a sphere of radius $R$ around a nucleus. Inside, each angular momentum $l$ has the radial function $a_lu_l(r)+b_l\dot u_l(r)$. The problem is to join value and slope at $r=R$. With $\mu$ the cosine of the angle between $\mathbf K$ and $\mathbf r$, $P_l$ the Legendre polynomials and $j_l$ the spherical Bessel functions,
\begin{equation}
e^{i\mathbf K\cdot\mathbf r}=\sum_l(2l+1)\,i^l\,j_l(Kr)\,P_l(\mu).
\label{eq:rayleigh}
\end{equation}
The factors $(2l+1)i^l$ are common to both sides and are left out of the matching.

The electron is non-relativistic and the potential $V(r)$ is real, spherical and independent of energy. The regular solution $u_l(r;E)$ of $(H-E)u=0$ is normalized at every energy $E$ by
\begin{equation}
\int_0^R r^2u_l(r)^2\,dr=1 .
\label{eq:norm}
\end{equation}
At the fixed energy $E_l$ it is $u_l$, and $\dot u_l=\partial u_l/\partial E$ there. The index $l$ is often dropped. Primes are radial derivatives, except that $j'$ is the derivative of $j_l(x)$ with respect to its argument, at $x=KR$. Without an argument, functions are taken at $r=R$. The matching conditions are
\begin{align}
a\,u+b\,\dot u&=j,\label{eq:value}\\
a\,u'+b\,\dot u'&=Kj'.\label{eq:slope}
\end{align}
Their determinant is $u\,\dot u'-u'\,\dot u=-1/(tR^2)$, with $t=\hbar^2/2m$.

This value follows from the radial equations for $P=ru$, in Rydberg units ($t=1$):
\begin{equation}
-P''+Q\,P=0,\qquad Q(r)=\frac{l(l+1)}{r^2}+V(r)-E .
\label{eq:radial}
\end{equation}
\begin{equation}
-\dot P''+Q\,\dot P=P .
\label{eq:dotradial}
\end{equation}
Multiply the second by $P$ and the first by $\dot P$, subtract, and integrate from the origin, where the boundary terms vanish, to $R$. Where $u\neq0$, it also follows that
\begin{equation}
\frac{\partial}{\partial E}\,\frac{u'}{u}
=\frac{\dot u'u-u'\dot u}{u^2}=-\frac{1}{R^2u^2}<0 .
\label{eq:logder}
\end{equation}
In other units the second derivatives carry a factor $t$, and $R^2$ in the last result becomes $tR^2$. In Hartree units $t=1/2$, so $R^2(u'\dot u-u\dot u')=2$.

\section{What the coefficients mean and how they behave}

The matching at a sphere of radius $R$ uses the normalized radial solution $u$ at the fixed energy $E_l$, its energy derivative $\dot u$, and the spherical Bessel function $j$ with radial slope $Kj'$, all taken at $r=R$. With $t=\hbar^2/2m$, the results needed here are
\begin{equation}
\begin{gathered}
tR^2(u'\dot u-u\dot u')=1,\\
a=tR^2(Kj'\dot u-j\dot u'),\qquad b=tR^2(ju'-Kj'u),
\end{gathered}
\label{eq:restated}
\end{equation}
and $t=1$ gives the Rydberg form. In electronvolts and angstroms, $t=3.809982$ eV\,\AA$^2$.

A numerical case shows the sizes involved. Take the model potential $V(r)=-V_0\exp(-r^2/w^2)$ inside the sphere, with $V_0=60$ eV and $w=0.8$ \AA. The other parameters are $R=1.2$ \AA, $E_l=5$ eV for all $l$, and $K=2.5$ \AA$^{-1}$, so that $KR=3$. These are round numbers and stand for no particular material. For $l=2$, integration of the radial equation gives at the surface
\begin{align}
u&=1.693726\ \text{\AA}^{-3/2}, & u'&=1.276137\ \text{\AA}^{-5/2},\nonumber\\
\dot u&=-0.017629\ \text{eV}^{-1}\text{\AA}^{-3/2}, &
\dot u'&=-0.120898\ \text{eV}^{-1}\text{\AA}^{-5/2},\nonumber\\
j&=0.298637, & Kj'&=0.117600\ \text{\AA}^{-1}.
\end{align}
The prefactor is $tR^2=3.809982\times1.44=5.48637$ eV\,\AA$^4$. The Wronskian comes out as
\begin{equation}
5.48637\,\bigl[(1.276137)(-0.017629)-(1.693726)(-0.120898)\bigr]
=5.48637\times0.18227=1.0000 .
\end{equation}
This is a real check on the radial functions, because $\dot u$ was obtained from differences between normalized solutions at neighbouring energies, without use of the Wronskian. The coefficients follow:
\begin{align}
a&=5.48637\,\bigl[(0.117600)(-0.017629)-(0.298637)(-0.120898)\bigr]\nonumber\\
&=5.48637\,(-0.002073+0.036105)=0.1867\ \text{\AA}^{3/2},\\
b&=5.48637\,\bigl[(0.298637)(1.276137)-(0.117600)(1.693726)\bigr]\nonumber\\
&=5.48637\,(0.381102-0.199182)=0.9981\ \text{eV\,\AA}^{3/2}.
\end{align}
In Rydberg units they are $a=0.4850$ bohr$^{3/2}$ and $b=0.1906$ Ry\,bohr$^{3/2}$. Put back into the matching conditions, they give $0.3162-0.0176=0.2986$ for the value and $0.2383-0.1207=0.1176$ \AA$^{-1}$ for the slope, as required. The energy derivative supplies a small part of the value but a large part of the slope.

The sign of $b$ can be understood by writing it, for $j$ and $u$ different from zero, as
\begin{equation}
b=tR^2\,j\,u\left(\frac{u'}{u}-\frac{Kj'}{j}\right).
\label{eq:blog}
\end{equation}
It measures the difference between two logarithmic derivatives. Here $u'/u=0.753$ \AA$^{-1}$ and $Kj'/j=0.394$ \AA$^{-1}$. The plane wave asks for a smaller logarithmic derivative than $u$ has. Since the logarithmic derivative falls with energy, a solution at somewhat higher energy would fit better, and $b$ adds a positive amount of $\dot u$.

The matching is done separately for each $l$, but the sum over $l$ has to be cut off at some $l_{\max}$. Each partial wave that is kept joins smoothly, and each one that is left out is missing inside the sphere. For the present case the largest mismatch in value over the surface, relative to a plane wave of modulus one, is 1.0 for $l_{\max}=2$, 0.18 for $l_{\max}=4$, $4.6\times10^{-4}$ for $l_{\max}=8$ and $1.7\times10^{-7}$ for $l_{\max}=12$. The last number can be predicted. The first omitted term has $l=13$ and, since $|P_l|\le1$ with equality at $\mu=\pm1$, its largest size is $27\,j_{13}(3)$. The first two terms of the Bessel series give
\begin{equation}
27\,j_{13}(3)\approx27\,\frac{3^{13}}{27!!}\left(1-\frac{3^2}{2\cdot29}\right)
=1.7\times10^{-7}.
\end{equation}
The double factorial in the denominator wins once $l$ is well above $KR$, so a larger sphere or a shorter wavelength needs more partial waves. The slope converges a little later: its largest mismatch at $l_{\max}=12$ is $1.8\times10^{-6}$ \AA$^{-1}$, to be compared with the largest slope of the plane wave, $K=2.5$ \AA$^{-1}$.

It is instructive to see what happens if $\dot u$ is left out. With $u$ alone, at the same fixed energy, the value can be matched by the coefficient $j/u$, as in an augmented plane wave (APW). The slope is then whatever it turns out to be. The slope outside minus the slope inside is
\begin{equation}
Kj'-\frac{j}{u}\,u'=\frac{Kj'u-ju'}{u}=-\frac{b}{tR^2u}.
\label{eq:kink}
\end{equation}
The coefficient $b$ is thus also a measure of the kink that a value-only match would leave. For $l=2$ the jump is $-0.9981/(5.48637\times1.693726)=-0.1074$ \AA$^{-1}$, nearly as large in size as the slope $0.1176$ \AA$^{-1}$ of the partial wave itself.

The value-only match has a second weakness. When $E_l$ is such that $u(R)=0$, no multiple of $u$ can reach a nonzero $j$, and near such an energy the coefficient $j/u$ grows without bound. The two-function match has no such difficulty, because the determinant $-1/(tR^2)$ does not involve the size of $u$ at the surface. At a node the Wronskian reduces to $tR^2u'\dot u=1$, so $\dot u$ is certainly nonzero there and can carry the whole value.

An empty sphere, $V=0$, with $l=0$ gives an explicit instance. The regular solution is proportional to $\sin(qr)/r$ with $q^2=E/t$, and its first node falls on the surface when $qR=\pi$, that is, at $E=t(\pi/R)^2=26.11$ eV for $R=1.2$ \AA. The integral of $\sin^2(qr)$ from 0 to $R$ is then $R/2$, so the normalized function is $u(r)=\sqrt{2/R}\,\sin(qr)/r$. Its slope at the surface is $u'=\sqrt{2/R}\,q\cos(\pi)/R=-\sqrt{2/R}\,\pi/R^2$. With $u=0$, the formula for $b$ leaves
\begin{equation}
b=tR^2\,j\,u'=-\pi t\sqrt{\frac{2}{R}}\;\frac{\sin3}{3}=-0.727\ \text{eV\,\AA}^{3/2},
\end{equation}
where $j_0(3)=\sin3/3$ was used. The numerical solution gives the same value, together with $a=0.314$ \AA$^{3/2}$. Both are finite and of ordinary size.

The function $\dot u$ is not unique as a partner for $u$. Replace it by $\dot u+cu$ with any constant $c$. The Wronskian is unchanged, because the added terms $cu'u$ and $-cuu'$ cancel, and
\begin{equation}
a\,u+b\,\dot u=(a-cb)\,u+b\,(\dot u+cu).
\end{equation}
The coefficient $b$ stays the same, $a$ becomes $a-cb$, and the function inside the sphere is the same function. The definition used here fixes $c$ by normalizing at every energy. Differentiating the normalization integral with respect to $E$ then gives $\int_0^Rr^2u\dot u\,dr=0$. This orthogonality is convenient, since the weight of the partial wave in the sphere becomes
\begin{equation}
\int_0^Rr^2(au+b\dot u)^2dr=a^2+b^2N,\qquad N=\int_0^Rr^2\dot u^2\,dr,
\end{equation}
but the matching does not depend on it.

The ratio $b/a$ has the dimension of an energy, and under suitable conditions it is one. Suppose that at some energy $E_l+\delta$ the radial solution has the same logarithmic derivative at $R$ as the plane wave. The boundary data $j$ and $Kj'$ are then a common multiple of the value and slope of $u(r;E_l+\delta)$, and the multiple drops out of $b/a$. To expand in $\delta$, define for two radial functions
\begin{equation}
[f,g]=tR^2(f'g-fg')\big|_{r=R},\qquad [g,f]=-[f,g].
\end{equation}
If $f$ has the boundary data of $au+b\dot u$, then $[f,\dot u]=a$ and $[u,f]=b$, because $[u,\dot u]=1$ and $[u,u]=[\dot u,\dot u]=0$. The relation $[u,\dot u]=1$ holds at every energy. Writing $u_2$ and $u_3$ for the second and third energy derivatives of $u$, and differentiating once and then again, one finds
\begin{equation}
[u,u_2]=0,\qquad [u,u_3]=-[\dot u,u_2].
\label{eq:brackets}
\end{equation}
The remaining bracket follows from the radial equations. Differentiating $(H-E)\dot u=u$ gives $(H-E)u_2=2\dot u$. The cross-multiplication that led to the Wronskian, now applied to $\dot u$ and $u_2$ with their sources $u$ and $2\dot u$, gives
\begin{equation}
[\dot u,u_2]=\int_0^Rr^2\,(2\dot u^2-u\,u_2)\,dr=3N .
\end{equation}
The last step uses the second energy derivative of the normalization, $\int_0^Rr^2(u\,u_2+\dot u^2)dr=0$. Inserting $f=u+\delta\dot u+\tfrac12\delta^2u_2+\tfrac16\delta^3u_3+\dots$ yields
\begin{equation}
a\propto1-\tfrac32N\delta^2+O(\delta^3),\qquad
b\propto\delta-\tfrac12N\delta^3+O(\delta^4),
\end{equation}
with the same constant of proportionality, and therefore
\begin{equation}
\frac ba=\delta+N\delta^3+O(\delta^4).
\label{eq:ratio}
\end{equation}
To leading order, $b/a$ is the energy offset from $E_l$ at which the radial solution would fit the plane wave without help. The quadratic correction is absent.

In an empty sphere the offset is known beforehand. There $j_l(Kr)$ is itself the radial solution at energy $tK^2$, so $\delta=tK^2-E_l$. For $l=1$ and $E_l=10$ eV, an offset of 0.5 eV gives $b/a-\delta=1.22\times10^{-5}$ eV, and an offset of 0.25 eV gives $1.53\times10^{-6}$ eV. The deviation falls by a factor of eight when the offset is halved, as a cubic term should. Dividing by $\delta^3$ gives $9.8\times10^{-5}$ eV$^{-2}$ from either offset. The integral that defines $N$ is $9.75\times10^{-5}$ eV$^{-2}$ in this case; by \eqref{eq:ratio} the quotient differs from it by a term of order $\delta$.

The same expansion shows how well the matched function follows the true one inside the sphere, and not just at its surface. Up to the common factor, the difference between $u(r;E_l+\delta)$ and the LAPW function is
\begin{equation}
\delta^2\left[\tfrac12u_2(r)+\tfrac32N\,u(r)\right]+O(\delta^3).
\end{equation}
The bracket is not zero, since its overlap with $u$ is $-\tfrac12N+\tfrac32N=N$. For the value-only match at fixed energy the difference is
\begin{equation}
\delta\left[\dot u(r)-\frac{\dot u(R)}{u(R)}\,u(r)\right]+O(\delta^2),
\end{equation}
whose bracket has overlap $N$ with $\dot u$. The second radial function thus improves the error from first to second order in the offset. In the empty sphere, the largest absolute error in $j_1(Kr)$ on the radial grid is $2.6\times10^{-5}$ for the LAPW function and $5.0\times10^{-3}$ for the value-only match at $\delta=0.5$ eV. Halving the offset reduces the first by a factor of four and the second by a factor of two. The numerical check tests these orders, along with the Wronskian and the coefficients.

These expansions also mark the limit of the method. Smooth matching is guaranteed at any $E_l$, but a smooth join does not make the function inside a good solution at the energy of interest. In the Gaussian well, the ratio $b/a$ is $-0.59$ eV for $l=1$, $5.3$ eV for $l=2$ and $7.7$ eV for $l=3$, but $-36$ eV for $l=0$. Nothing is wrong with the last match: value and slope are continuous as for the others. The number cannot be read as an energy offset, however. By \eqref{eq:ratio} that reading needs $N\delta^2\ll1$, and for $l=0$ the scale $N^{-1/2}$ is only about 27 eV. The radial solution that matches this partial wave lies about 16 eV below $E_l$, not 36 eV. It says that this single plane wave has an $l=0$ part quite unlike the radial solution at 5 eV. In a crystal calculation the eigenfunction is a sum of many such basis functions, and its content in the sphere is set by the summed coefficients,
\begin{equation}
A=\sum_{\mathbf G}C_{\mathbf G}\,a(\mathbf G),\qquad
B=\sum_{\mathbf G}C_{\mathbf G}\,b(\mathbf G),
\end{equation}
where the $C_{\mathbf G}$ are the expansion coefficients and the angular and phase factors are absorbed into $a(\mathbf G)$ and $b(\mathbf G)$. Large individual values of $b$ can cancel in $B$. What the linearization requires is that the radial function needed by the eigenstate be close to a combination of $u$ and $\dot u$, which the Taylor expansion provides when the potential in the sphere is spherical and the energy of the state is near $E_l$. In a real crystal the non-spherical part of the potential changes the radial functions as well, and a second shell of the same $l$ far from $E_l$, such as a semicore state, is not covered by $u$ and $\dot u$ and needs further radial functions.

\section*{Computed values}
\begin{verbatim}
hbar^2/2m = 3.809982 eV A^2
bohr = 0.529177 A, rydberg = 13.605693 eV
well depth = 60.0 eV, width = 0.8 A
R = 1.2 A, E_l = 5.0 eV, K = 2.5 1/A, KR = 3.0
l = 2 boundary quantities:
  u      = 1.693726 A^-3/2
  u'     = 1.276137 A^-5/2
  udot   = -0.01762949 eV^-1 A^-3/2
  udot'  = -0.12089756 eV^-1 A^-5/2
  j      = 0.298637
  K j'   = 0.117600 1/A
  t R^2 (u' udot - u udot') = 1.00000000
coefficients (a in A^3/2, b in eV A^3/2):
  l = 0: a = 0.155811, b = -5.627246
  l = 1: a = 0.353799, b = -0.209272
  l = 2: a = 0.186709, b = 0.998082
  l = 3: a = 0.075530, b = 0.583998
l = 2 converted: a = 0.485023 bohr^3/2
                 b = 0.190565 Ry bohr^3/2
l = 2 continuity: a u + b udot   = 0.298637
                  a u' + b udot' = 0.117600 1/A
l = 2 value-only match: j/u = 0.176320 A^3/2
                 slope jump = -0.107408 1/A
largest |Wronskian - 1|, Rydberg units, l = 0..12: 2.9e-10
Wronskian in Hartree units, l = 2: 2.000000
largest mismatch on the sphere, l summed to lmax:
  lmax = 2: value 1.0e+00, slope 1.6e+00 1/A
  lmax = 4: value 1.8e-01, slope 6.2e-01 1/A
  lmax = 8: value 4.6e-04, slope 3.2e-03 1/A
  lmax = 12: value 1.7e-07, slope 1.8e-06 1/A
empty sphere, l = 0, node at R: E = 26.1132 eV
  a = 0.313790 A^3/2, b = -0.726883 eV A^3/2
empty sphere, l = 1, E_l = 10.0 eV:
  offset = 0.50 eV: b/a = 0.5000122 eV
    b/a - offset = 1.22e-05 eV
    largest error inside: LAPW 2.62e-05, APW 4.98e-03
  offset = 0.25 eV: b/a = 0.2500015 eV
    b/a - offset = 1.53e-06 eV
    largest error inside: LAPW 6.49e-06, APW 2.47e-03
orders: b/a 3.004, LAPW 2.012, APW 1.011
\end{verbatim}
